# The Callen–Callen law and its two-ion counterpart

Let $m=M(T)/M(0)$ be the reduced magnetization of a ferromagnet whose anisotropy is weak compared with its isotropic exchange. A single-ion anisotropy of rank $l$, divided by its zero-temperature value, obeys at low temperature

$$
\kappa_l=1-\frac{l(l+1)}{2}(1-m)+\dots\;\simeq\; m^{\,l(l+1)/2},
\tag{1}
$$

whereas an anisotropy that couples the components $S_i^zS_j^z$ of two different ions obeys

$$
\frac{K}{K(0)}=1-(2+g)(1-m)+\dots\;\simeq\; m^{\,2+g}.
\tag{2}
$$

Here $g$ is the correlation of one transverse component of the two spins divided by $S^2(1-m)$, where $S$ is the spin length. For classical spins the divisor is, to leading order, the on-site value of the same correlation; for quantum spins $g$ is the ratio of the intersite to the on-site magnon correlation, defined below. An $m^2$ law is the case $g=0$, in which the two spins fluctuate independently. It is not a general low-temperature law: for a pair of quantum spins at fixed distance, thermal magnons of long wavelength drive $g$ to 1 and the exponent to 3 as $T\to0$, and for classical spins $g$ tends, in vanishing field, to a value set by the lattice and the range of the exchange. A simple classical model of FePt, whose measured exponent is near 2.1, is examined below.

Write the Hamiltonian as $H_0+\lambda H_A$. The part $H_0$ contains isotropic exchange and a field along the unit vector $\mathbf n$, which fixes the direction of the magnetization. The part $H_A$ is the anisotropy. From $F=-k_BT\ln\mathrm{Tr}\,e^{-(H_0+\lambda H_A)/k_BT}$ and the cyclic property of the trace, $dF/d\lambda=\langle H_A\rangle$. To first order, at $\lambda=1$,

$$
F(\mathbf n)=F_0+\langle H_A\rangle_{\mathbf n},
\tag{3}
$$

where the average is taken with $H_0$ alone. A common rotation of all spins and of the field leaves the spectrum of $H_0$ unchanged, so $F_0$ does not depend on $\mathbf n$. Equation (3) neglects second-order terms and the gap that anisotropy opens in the magnon spectrum. The limit of weak anisotropy is thus taken before the limit $T\to0$.

Consider first classical unit spins $\mathbf s_i$ with $H_A=\sum_i\sum_{lq}B_{lq}Y_{lq}(\mathbf s_i)$. The unperturbed distribution of one spin is symmetric about $\mathbf n$, so it is a function $w(\mathbf s\cdot\mathbf n)$. Its Legendre series follows from $\int P_l^2\,d\Omega=4\pi/(2l+1)$:

$$
w(\mathbf s\cdot\mathbf n)=\sum_l\frac{2l+1}{4\pi}\langle P_l\rangle P_l(\mathbf s\cdot\mathbf n).
$$

The addition theorem, $P_l(\mathbf s\cdot\mathbf n)=\frac{4\pi}{2l+1}\sum_q Y_{lq}(\mathbf n)Y_{lq}^*(\mathbf s)$, and the orthonormality of the harmonics then give

$$
\langle Y_{lq}(\mathbf s)\rangle=\langle P_l(\mathbf s\cdot\mathbf n)\rangle\,Y_{lq}(\mathbf n).
\tag{4}
$$

The angular form of each rank survives, and its amplitude is multiplied by $\kappa_l=\langle P_l(\mathbf s\cdot\mathbf n)\rangle$, which is 1 in the aligned state. The law concerns coefficients of definite rank. In an energy $K_1\sin^2\theta+K_2\sin^4\theta$ the constant $K_1$ mixes ranks 2 and 4, since $\sin^2\theta=\frac23-\frac23P_2$ and $\sin^4\theta=\frac{8}{15}-\frac{16}{21}P_2+\frac{8}{35}P_4$.

To find how $\kappa_l$ starts to fall, set $u=1-\mathbf s\cdot\mathbf n$ and $L=l(l+1)$. In the variable $u$, Legendre's equation reads

$$
u(2-u)P_l''+2(1-u)P_l'+LP_l=0 .
$$

Inserting $P_l=\sum_k a_ku^k$ with $a_0=1$ and collecting the coefficient of $u^k$ gives $2(k+1)^2a_{k+1}=-[L-k(k+1)]a_k$. Hence

$$
P_l=1-\frac L2u+\frac{L(L-2)}{16}u^2-\frac{L(L-2)(L-6)}{288}u^3+\dots
\tag{5}
$$

Since $\langle u\rangle=1-m$, the average of the first two terms is equation (1). The remainder is of order $(1-m)^2$ when the spins make small Gaussian excursions from $\mathbf n$, as they do in classical spin-wave theory. A harmonic of higher rank varies faster with angle, so the same spread of directions averages it out sooner. The linear term does not depend on how neighbouring spins are correlated.

The quantum result has the same slope. Replace the harmonics by spherical tensor operators $T_{lq}$ built from the spin $S$ of one ion. Axial symmetry leaves only the component $q=0$ along $\mathbf n$, so $\kappa_l$ is the thermal average of $T_{l0}$ divided by its value in the aligned state. With the quantization axis along $\mathbf n$, define $t_M=\langle S,M|T_{l0}|S,M\rangle$. The operators of rank $l$ transform under rotations like states of angular momentum $l$, and therefore

$$
\sum_a[S_a,[S_a,T_{l0}]]=l(l+1)T_{l0}.
$$

Expanding the double commutator turns the left side into $2S(S+1)T_{l0}-2\sum_aS_aT_{l0}S_a$. In the state $|S,S\rangle$ the $z$ term of the last sum contributes $S^2t_S$. The other two terms are $\frac12(S_+T_{l0}S_-+S_-T_{l0}S_+)$. Because $S_+|S,S\rangle=0$ and $S_-|S,S\rangle=\sqrt{2S}\,|S,S-1\rangle$, they contribute $S\,t_{S-1}$. Thus

$$
l(l+1)t_S=2S(S+1)t_S-2S^2t_S-2S\,t_{S-1}=2S(t_S-t_{S-1}),
$$

$$
\frac{t_{S-1}}{t_S}=1-\frac{l(l+1)}{2S}.
\tag{6}
$$

This requires $l\le2S$, since a spin $S$ carries no tensor of higher rank. For $S=7/2$ the ratio is 0.143 for $l=2$, $-1.857$ for $l=4$ and $-5$ for $l=6$. A single spin deviation thus reverses the rank-6 contribution of its ion and makes it five times as large, which shows how sensitive high ranks are.

At low temperature let $\nu\ll1$ be the mean number of deviations per site. Magnons are then dilute, and the probability of two deviations on one site is of order $\nu^2$. To first order, a fraction $1-\nu$ of the ions is in $|S,S\rangle$ and a fraction $\nu$ in $|S,S-1\rangle$, so that

$$
m=1-\frac{\nu}{S},\qquad
\kappa_l=1-\nu+\nu\left(1-\frac{l(l+1)}{2S}\right)=1-\frac{l(l+1)}{2}(1-m).
$$

The spin length has dropped out.

So far only the initial slope is established, and many functions share it. Classical mean-field theory shows why a power of $m$ is a good choice. There a spin has the weight $e^{x\,\mathbf s\cdot\mathbf n}$, where $x$ is the molecular field energy divided by $k_BT$. With $u=t/x$ the weight becomes $e^{-t}$ on $0<t<2x$. For large $x$ the upper limit may be moved to infinity, with an error of order $e^{-2x}$ apart from powers of $x$. Then $\langle u^k\rangle=k!/x^k$. Let $\delta=1/x$, which equals $1-m$ to the same accuracy. Equation (5) gives

$$
\kappa_l=1-\frac L2\delta+\frac{L(L-2)}8\delta^2-\frac{L(L-2)(L-6)}{48}\delta^3+\dots,
$$

while the binomial series of the proposed power is

$$
m^{L/2}=1-\frac L2\delta+\frac{L(L-2)}8\delta^2-\frac{L(L-2)(L-4)}{48}\delta^3+\dots
$$

The second-order terms agree, and the difference is

$$
\kappa_l-m^{L/2}=\frac{L(L-2)}{24}(1-m)^3+\dots
\tag{7}
$$

The coefficient is 1 for $l=2$ and 15 for $l=4$, so the power law fails earlier for higher rank. The agreement at second order belongs to the classical model: for a quantum spin $S=1$ in a molecular field, the weights $1,b,b^2$ of the states $M=1,0,-1$ give $1-m=b+b^2+\dots$ and $\kappa_2=1-3b+3b^2+\dots$, so $\kappa_2-m^3=3(1-m)^2+\dots$. The numbers that follow are classical. At $m=0.900$ the mean-field values are $\kappa_2=0.730$ against $m^3=0.729$, and $\kappa_4=0.356$ against $m^{10}=0.349$. At $m=0.537$ they are 0.194 against 0.155, and 0.0112 against 0.0020.

Near the ordering temperature, where $x$ is small, the mean-field exponent is different. The lowest power in $e^{xc}$, with $c=\mathbf s\cdot\mathbf n$, that has a component along $P_l$ is $x^lc^l/l!$. The leading coefficient of $P_l$ is $(2l-1)!!/l!$, so $c^l$ contains $P_l$ with the coefficient $l!/(2l-1)!!$. The average of $P_l^2$ over the sphere is $1/(2l+1)$. Therefore $\kappa_l\to x^l/(2l+1)!!$, and since $m\to x/3$,

$$
\kappa_l\to\frac{3^l}{(2l+1)!!}\,m^l .
\tag{8}
$$

For $l=2$ this is $\frac35m^2$. Within mean-field theory a single-ion term of rank 2 thus also shows the exponent 2 close to the ordering temperature, so an exponent near 2 in that range is no proof of a two-ion mechanism. Equation (8) ignores critical fluctuations, which can shift the exponent there.

Now take a two-ion term $-DS_i^zS_j^z$ with $i\ne j$. Isotropic exchange does not tie spin directions to the lattice, so the pair average is symmetric about $\mathbf n$ whatever the direction of the bond. Its diagonal $z$ element has the form

$$
\langle S_i^zS_j^z\rangle=C_\perp+(C_\parallel-C_\perp)n_z^2,
$$

where $C_\parallel$ and $C_\perp$ are the correlations of the components along $\mathbf n$ and along one perpendicular axis. The free energy per pair for $\mathbf n$ perpendicular to $z$, minus that for $\mathbf n$ along $z$, is

$$
K=D(C_\parallel-C_\perp).
\tag{9}
$$

In mean-field theory the sites are independent. Then $C_\parallel=S^2m^2$ and $C_\perp=0$, so $K/K(0)=m^2$ at every temperature below the ordering point.

Spin waves add the missing correlation. Let $a_i^\dagger$ create a deviation on site $i$. To leading order the component along $\mathbf n$ is $S-a_i^\dagger a_i$ and a transverse component is $\sqrt{S/2}\,(a_i+a_i^\dagger)$. Averages of two annihilation or two creation operators vanish, because $H_0$ conserves the spin along $\mathbf n$. Hence

$$
C_\parallel=S^2-2S\nu+\dots,\qquad
C_\perp=S\,\mathrm{Re}\langle a_i^\dagger a_j\rangle=S\,g\,\nu,\qquad
g=\frac{\mathrm{Re}\langle a_i^\dagger a_j\rangle}{\nu}.
$$

Substituting $\nu=S(1-m)$ into equation (9), with $K(0)=DS^2$, gives equation (2). The 2 comes from the shortening of two longitudinal components. The $g$ comes from transverse components that swing together and so raise $\langle S_i^zS_j^z\rangle$ when $\mathbf n$ lies perpendicular to $z$. If the spins swing rigidly together, $g=1$ and the pair behaves like one object of rank 2, with exponent 3.

Equation (1) for $l=2$ and equation (2) were tested on a ring of four quantum spins with $S=1$ and exchange $J$, in a field of $12J$ (Zeeman energy per unit of spin) at $k_BT=1.5J$. Differences of free energies from full diagonalization gave the exponents 2.9998 for the single-ion term and 2.5828 for the nearest-neighbour term. The magnon formula gives $2+g=2.5829$.

For a lattice, take $H_0=-J\sum\mathbf S_i\cdot\mathbf S_j$ over the nearest-neighbour bonds of a simple cubic crystal, each counted once, with a vanishing field. To second order in the deviation operators, a bond contributes $JS(a_i^\dagger a_i+a_j^\dagger a_j-a_i^\dagger a_j-a_j^\dagger a_i)$ above the ground-state energy. With six neighbours per site the magnon energy is

$$
\omega_{\mathbf k}=6JS(1-\gamma_{\mathbf k}),\qquad
\gamma_{\mathbf k}=\tfrac13(\cos k_x+\cos k_y+\cos k_z),
$$

with wave vectors in units of the inverse lattice spacing. If $n_{\mathbf k}$ is the occupation, then for nearest neighbours $g=\sum_{\mathbf k}n_{\mathbf k}\gamma_{\mathbf k}/\sum_{\mathbf k}n_{\mathbf k}$. Classical spins have $n_{\mathbf k}=k_BT/\omega_{\mathbf k}$. With $W$ the average of $1/(1-\gamma_{\mathbf k})$ over the Brillouin zone, and $\gamma/(1-\gamma)=1/(1-\gamma)-1$,

$$
g=\frac{W-1}{W}=1-\frac1{1.5164}=0.3405 .
\tag{10}
$$

The classical two-ion exponent for nearest neighbours is therefore 2.34 on this lattice, even as $T\to0$.

Quantum magnons behave differently, because short waves freeze out. At low temperature $1-\gamma_{\mathbf k}\simeq k^2/6$ and $\omega_{\mathbf k}\simeq JSk^2$. With $y=\omega_{\mathbf k}/k_BT$, the measure $k^2dk$ is proportional to $y^{1/2}dy$, and

$$
1-g=\frac{k_BT}{6JS}\,
\frac{\int_0^\infty y^{3/2}(e^y-1)^{-1}dy}{\int_0^\infty y^{1/2}(e^y-1)^{-1}dy}
=\frac{\zeta(5/2)}{4\,\zeta(3/2)}\,\frac{k_BT}{JS}
=0.128\,\frac{k_BT}{JS}.
\tag{11}
$$

The integrals are $\Gamma(5/2)\zeta(5/2)$ and $\Gamma(3/2)\zeta(3/2)$, and the ratio of the gamma functions is $3/2$. The full lattice sum gives an exponent of 2.994 at $k_BT/(JS)=0.05$ and 2.835 at 1. At 100 it gives 2.347, close to the classical value. That last number applies only to very large $S$, because linear spin-wave theory needs $\nu\ll S$.

In FePt the Pt moment is largely induced by the surrounding Fe moments, and Pt supplies the strong spin–orbit coupling. A minimal model lets the Pt moment follow the mean $\mathbf q=\frac1z\sum_i\mathbf s_i$ of its $z$ Fe neighbours, treated as classical unit spins, with the anisotropy energy

$$
-k(q^z)^2=-\frac k{z^2}\sum_{i,j}s_i^zs_j^z .
$$

This looks like a single-ion term of Pt, yet most of it couples different Fe ions. The $z$ terms with $i=j$ are single-ion terms of rank 2, with exponent 3, which equation (2) reproduces if $g_{ii}=1$. Averaging the slopes over all $z^2$ ordered pairs gives the exponent

$$
p=2+\frac1{z^2}\sum_{i,j}g_{ij}.
\tag{12}
$$

For uncorrelated neighbours only the diagonal terms remain, and $p=2+1/z$. With the eight Fe neighbours of a Pt atom this is 2.125, close to the rough measured value of 2.1. Correlations raise it. If the eight neighbours are the corners of a cube in the simple cubic model, each corner has three others along edges ($g=0.3405$), three across faces (0.2184) and one across the body (0.1724), so

$$
p=2+\frac{1+3(0.3405)+3(0.2184)+0.1724}{8}=2.356 .
$$

Ferromagnetic exchange spread over more neighbours can weaken these correlations and could move $p$ back towards 2.125. That this happens in FePt is a conjecture here. These values are classical: with quantum magnons every $g_{ij}$ tends to 1 as $T\to0$, as in equation (11), and $p$ tends to 3. The model leaves out the tetragonal lattice, the anisotropy of Fe itself and the electronic structure. The anisotropy of FePt is also strong, which strains equation (3): a gap of only $0.05J$ in the classical spin-wave spectrum lowers the cube value from 2.356 to 2.315. In addition, a measured exponent is a fit over a range of temperature, not the limit $T\to0$.

As a worked example, classical unit spins on an $8\times8\times8$ periodic lattice with nearest-neighbour exchange $J$ were sampled by Monte Carlo with no field and no anisotropy. In each configuration $m$ is the length of the mean spin and $\mathbf n$ is its direction, and the anisotropies are the averages of equations (4) and (9) about this $\mathbf n$. The spin-wave sums for this lattice accordingly omit $\mathbf k=0$, which only rotates $\mathbf n$. At $k_BT=0.5J$ the magnetization is $m=0.8763$. The single-ion anisotropy of rank 2 has fallen to 0.6737 and the nearest-pair anisotropy to 0.7413 of their zero-temperature values. The effective exponents are

$$
\frac{\ln0.6737}{\ln0.8763}=2.99,\qquad
\frac{\ln0.7413}{\ln0.8763}=2.27 ,
$$

and the eight-corner model gives 2.28. The sampling error is about 0.0005 in $m$ and 0.001 in the anisotropies, so their last digits are not significant, and the two-ion exponents are uncertain by about 0.005. Spin-wave theory for this same finite lattice predicts 3, 2.259 and 2.278. The two-ion values lie below those of the infinite lattice because the small lattice lacks the longest waves, which correlate neighbours most strongly. The test of these predictions was made at $k_BT=0.05J$, where sampling gave 3.000, 2.262 and 2.279, the last two with an uncertainty of about 0.002.

At $k_BT=J$, with $m=0.707$, the exponents are still 2.92, 2.27 and 2.27. The single-ion value 0.363 now exceeds $m^3=0.353$ by 0.010. Equation (7) has the right sign but overestimates the excess, giving $(1-m)^3=0.025$. On this lattice the low-temperature exponents thus hold to within 0.1 after about 30% of the magnetization has been lost. The two-ion values depend on the lattice size: on a $16\times16\times16$ lattice at the same temperature they are 2.33 and 2.32, against spin-wave values of 2.302 and 2.318 for that size. The numerical output lists the remaining values.

## Numbers as computed

```
Cubic harmonic at tilted axis, T=0: -0.05051
Same, thermal average at x=6: -0.00900
l=2: cubic coefficient from quadrature 1.00, formula 1.00
l=2: kappa/m^l at x=0.15: 0.60051, small-m limit 0.60000
l=4: cubic coefficient from quadrature 14.87, formula 15.00
l=4: kappa/m^l at x=0.15: 0.08599, small-m limit 0.08571
l=6: cubic coefficient from quadrature 68.44, formula 70.00
l=6: kappa/m^l at x=0.15: 0.00543, small-m limit 0.00539
Mean field x=20: m=0.9500 kappa2=0.8575 m^3=0.8574 kappa4=0.6000 m^10=0.5987
Mean field x=10: m=0.9000 kappa2=0.7300 m^3=0.7290 kappa4=0.3555 m^10=0.3487
Mean field x=5: m=0.8001 kappa2=0.5199 m^3=0.5122 kappa4=0.1277 m^10=0.1075
Mean field x=2: m=0.5373 kappa2=0.1940 m^3=0.1551 kappa4=0.0112 m^10=0.0020
S=7/2, l=2: tensor ratio t(S-1)/t(S) = 0.1429
S=7/2, l=4: tensor ratio t(S-1)/t(S) = -1.8571
S=7/2, l=6: tensor ratio t(S-1)/t(S) = -5.0000
Quantum ring: J=1, S=1, T=1.5 J, field=12.0 J, 1-m=1.339e-04
Ring single-ion exponent: 2.9998
Ring two-ion exponent: 2.5828; magnon 2+g: 2.5829
Infinite cubic lattice: W=1.51639
Classical g: edge 0.3405, face 0.2184, body 0.1724
Classical exponents: nearest pair 2.3405, eight-corner moment 2.3561
Low-T slope of 1-g against T/(JS): 0.1284
Magnons T/(JS)=0.05: two-ion exponent 2.9935
Magnons T/(JS)=1: two-ion exponent 2.8351
Magnons T/(JS)=5: two-ion exponent 2.4823
Magnons T/(JS)=100: two-ion exponent 2.3473
Eight uncorrelated spins, x=20: exponent 2.1220, limit 2.1250
Spin waves on 8^3 lattice: exponents single 3.000, pair 2.259, corner 2.278
Monte Carlo T=0.05 J: m=0.9887, K/K(0): single 0.9664, pair 0.9745, corner 0.9743
  effective exponents: single 3.000, pair 2.262, corner 2.279
Monte Carlo T=0.5 J: m=0.8763, K/K(0): single 0.6737, pair 0.7413, corner 0.7404
  effective exponents: single 2.991, pair 2.267, corner 2.276
Monte Carlo T=1 J: m=0.7067, K/K(0): single 0.3628, pair 0.4541, corner 0.4549
  effective exponents: single 2.921, pair 2.274, corner 2.269
```
